# Electron-electron collisions, momentum and mobility in a parabolic band

**Q:** I am estimating the low-field mobility of a two-dimensional channel. Electrons scatter from charged impurities and also from one another. Every collision randomizes directions, so I add the two rates by Matthiessen's rule. In my example the electron-electron rate is far larger than the impurity rate, so it sets the mobility. Is that sound?

**A:** No. Look at one collision, $\mathbf k_1,\mathbf k_2\to\mathbf k_3,\mathbf k_4$. A normal collision, meaning one without umklapp, obeys

$$\mathbf k_1+\mathbf k_2=\mathbf k_3+\mathbf k_4 .$$

In a single parabolic band $\mathbf v=\hbar\mathbf k/m$, with the same $m$ for every electron. Multiplying by $\hbar/m$ gives

$$\mathbf v_1+\mathbf v_2=\mathbf v_3+\mathbf v_4 .$$

The individual velocities change, but the pair carries the same current afterwards. Your rate counts deflections of individuals, whereas the current is a sum over all of them.

**Q:** Then I should drop electron-electron collisions from the mobility altogether?

**A:** That does not follow. They cannot take momentum out of the electron system, but they help decide which electrons hold it, and impurities stop some electrons faster than others. The Boltzmann equation shows both facts.

Let a weak constant force $F$ act on the electrons along $x$. Write

$$f=f_0+h\,\varphi,\qquad h=f_0(1-f_0),$$

with $f_0$ the Fermi function and $\varphi$ of first order in $F$. Since $\partial f_0/\partial\varepsilon=-h/kT$, the field term is

$$\frac F\hbar\frac{\partial f_0}{\partial k_x}=Fv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{F}{kT}\,h v_x .$$

Define the collision operator $C$ by $(\partial f/\partial t)_{\rm coll}=-C\varphi$. In the steady state the field term equals the collision term, so

$$C\varphi=\frac{F}{kT}\,h v_x,\qquad C=C_{\rm imp}+s\,C_{ee}. \tag{1}$$

The number $s$ is a bookkeeping factor: $s=1$ is the physical case and $s=0$ removes electron-electron collisions. Screening is held fixed while $s$ varies.

I also need two products, with the factor 2 for spin:

$$(\psi,\varphi)=2\!\int\!\frac{d^2k}{(2\pi)^2}\,h\,\psi\varphi,\qquad \langle\psi|C|\varphi\rangle=2\!\int\!\frac{d^2k}{(2\pi)^2}\,\psi\,C\varphi .$$

Below, $v$ stands for $v_x$.

**Q:** What does $C_{ee}$ look like?

**A:** The net loss from state 1 is a sum over collisions of a rate $W$ times

$$f_1f_2(1-f_3)(1-f_4)-f_3f_4(1-f_1)(1-f_2).$$

In equilibrium the two products are equal, because $f_0/(1-f_0)$ is an exponential of energy and energy is conserved. Call their common value $N$. Away from equilibrium, $\ln[f/(1-f)]$ changes by $\delta f/[f_0(1-f_0)]=\varphi$. The ratio of the first product to the second is therefore $1+\varphi_1+\varphi_2-\varphi_3-\varphi_4$ to first order, and their difference is

$$N\,\Delta\varphi,\qquad \Delta\varphi=\varphi_1+\varphi_2-\varphi_3-\varphi_4 .$$

Hence $\langle\psi|C_{ee}|\varphi\rangle=\sum W N\,\psi_1\Delta\varphi$, summed over all four states. Relabelling $1\leftrightarrow2$ together with $3\leftrightarrow4$ leaves $WN\Delta\varphi$ unchanged. Exchanging initial and final pairs leaves $WN$ unchanged and reverses $\Delta\varphi$. Averaging over these four equivalent forms replaces $\psi_1$ by $\Delta\psi/4$:

$$\langle\psi|C_{ee}|\varphi\rangle=\tfrac14\sum W N\,\Delta\psi\,\Delta\varphi . \tag{2}$$

So $C_{ee}$ is symmetric, and $\langle\varphi|C_{ee}|\varphi\rangle\ge0$. For $\psi=v$ we have $\Delta v=0$, so $\langle v|C_{ee}|\varphi\rangle=0$ for every $\varphi$.

**Q:** So the momentum balance contains no electron-electron term.

**A:** Correct. Multiply (1) by $v$ and integrate. The right side needs $(v,v)$, which follows from $hv=-(kT/\hbar)\,\partial f_0/\partial k_x$ and one integration by parts:

$$(v,v)=\frac{kT}{\hbar}\,2\!\int\!\frac{d^2k}{(2\pi)^2}\,f_0\frac{\partial v_x}{\partial k_x}=\frac{n\,kT}{m}.$$

Multiplying by $m$ then gives

$$m\langle v|C_{\rm imp}|\varphi\rangle=nF .$$

Impurity friction carries the whole force, whatever $s$ is. But this friction depends on $\varphi$, and $C_{ee}$ helps to determine $\varphi$.

To make that visible, write $\varphi=(F/kT)\,t(\varepsilon)\,v_x$, where $t$ is a response time. Let impurity scattering be elastic, with a rate that depends only on energy and deflection angle, and let $\tau(\varepsilon)$ be its momentum relaxation time. Then $C_{\rm imp}\varphi=h\varphi/\tau$. Define the average $\langle g\rangle=(v,gv)/(v,v)$, whose weight is $hk^2$. The force balance and the drift velocity $u=(v,\varphi)/n$ become

$$\Big\langle\frac t\tau\Big\rangle=1,\qquad u=\frac{F}{m}\langle t\rangle,\qquad \mu=\frac{eu}{F}=\frac em\langle t\rangle . \tag{3}$$

The first condition fixes one average of $t$ and the mobility needs another. Reshaping $t(\varepsilon)$ can change the second while the first stays satisfied.

**Q:** In which direction does the mobility go? I could imagine it rising as well.

**A:** At linear response, with $\tau$ fixed, it cannot rise. Differentiate (1) with respect to $s$, with a prime for $d/ds$:

$$C\varphi'=-C_{ee}\varphi .$$

From (1), $hv=(kT/F)\,C\varphi$. Since $C$ is symmetric,

$$\frac{d}{ds}(v,\varphi)=(v,\varphi')=\frac{kT}{F}\langle\varphi|C|\varphi'\rangle=-\frac{kT}{F}\langle\varphi|C_{ee}|\varphi\rangle\le0 .$$

The highest mobility is therefore the one at $s=0$, where $t=\tau$ and $\mu_0=(e/m)\langle\tau\rangle$.

**Q:** If it keeps falling with $s$, doesn't it end at zero, as in Matthiessen's rule?

**A:** There is a floor. Since $C$ is symmetric and nonnegative, the Schwarz inequality holds for any trial function $\chi$:

$$\langle\chi|C|\varphi\rangle^2\le\langle\chi|C|\chi\rangle\,\langle\varphi|C|\varphi\rangle .$$

By (1), $\langle\chi|C|\varphi\rangle=(F/kT)(\chi,v)$ and $\langle\varphi|C|\varphi\rangle=(F/kT)(v,\varphi)$. Therefore

$$(v,\varphi)\ge\frac{F}{kT}\,\frac{(v,\chi)^2}{\langle\chi|C|\chi\rangle}. \tag{4}$$

Choose $\chi=v$. Electron-electron collisions drop out of the denominator, which is $(v,v)\langle1/\tau\rangle$. With $(v,v)=nkT/m$ this gives $u\ge F/(m\langle1/\tau\rangle)$, so

$$\frac em\,\frac1{\langle1/\tau\rangle}\le\mu\le\frac em\langle\tau\rangle . \tag{5}$$

The floor has a simple meaning. A rigidly drifting Fermi distribution $f_0(\varepsilon-\hbar k_xu)$ has, to first order, $\varphi=muv_x/kT$, so $t$ is the same at all energies. The balance $\langle t/\tau\rangle=1$ then gives $t=1/\langle1/\tau\rangle$. Very frequent electron-electron collisions drive the system there, provided that $\mathbf k$ is their only invariant of this vector form. The numerical solution, in a basis of six radial functions, does approach the floor at very large $s$.

**Q:** When do the two bounds coincide?

**A:** When $\tau$ does not depend on energy: then $\langle\tau\rangle=1/\langle1/\tau\rangle$, and reshaping changes nothing.

They also approach each other in a strongly degenerate gas. Let $\tau\propto\varepsilon^r$ near the Fermi energy $E_F$ and write $\tau=\tau_Fe^g$, with $g\approx r(\varepsilon-E_F)/E_F$. To second order in $g$,

$$\langle\tau\rangle\langle1/\tau\rangle-1\approx\langle g^2\rangle-\langle g\rangle^2\approx\frac{\pi^2}{3}\,r^2\Big(\frac{kT}{E_F}\Big)^2,$$

because the variance of energy under $-\partial f_0/\partial\varepsilon$ is $\pi^2(kT)^2/3$. Electrons within a few $kT$ of $E_F$ then have nearly equal $\tau$, so there is little to gain or lose by passing momentum among them.

**Q:** My channel is not strongly degenerate. Can you put numbers to it?

**A:** Take round model parameters: mass 0.07 electron masses, relative permittivity 13, temperature 100 K, density $2\times10^{11}$ cm⁻², and equally many charged impurities in a sheet at $d=10$ nm from a channel of zero thickness. There is one subband and one valley. The chemical potential is $0.19\,kT$ above the band edge, so the gas is between the classical and degenerate limits.

Both kinds of scattering use the golden rule with the statically screened interaction

$$V(q)=\frac{e^2}{2\epsilon(q+q_s)},\qquad q_s=\frac{e^2}{2\epsilon}\frac{\partial n}{\partial\zeta},$$

where $\epsilon$ is the permittivity and $\zeta$ the chemical potential. Here $q_s=0.11$ nm⁻¹. This constant is the long-wavelength value; the static response of the electrons weakens at larger $q$, which the model ignores. For impurities $V$ is multiplied by $e^{-qd}$, and

$$\frac1\tau=\frac{n_{\rm imp}m}{2\pi\hbar^3}\int_0^{2\pi}\!d\theta\,(1-\cos\theta)\,V(q)^2e^{-2qd},\qquad q=2k\sin\frac\theta2 .$$

The prefactor is $(2\pi/\hbar)\,n_{\rm imp}/(2\pi)^2$ times $m/\hbar^2$ from the energy delta function.

For pairs, exchange matters. Let $q=|\mathbf k_1-\mathbf k_3|$ and $p=|\mathbf k_1-\mathbf k_4|$. A partner of opposite spin contributes $V(q)^2$, which on relabelling the final states becomes $\tfrac12[V(q)^2+V(p)^2]$. A partner of equal spin contributes $\tfrac12[V(q)-V(p)]^2$, the half preventing double counting of final pairs. The sum is $V(q)^2+V(p)^2-V(q)V(p)$.

**Q:** Why should $\tau$ vary strongly with energy here?

**A:** The factor $e^{-2qd}$ favours small angles. If $kd\gg1$, then $q\approx k\theta$ and $1-\cos\theta\approx q^2/2k^2$. With $d\theta=dq/k$ the integral is $k^{-3}$ times a number independent of $k$, so $\tau\propto k^3\propto\varepsilon^{3/2}$. At energy $kT$ we have $kd=1.26$, so this limit is only a guide. From $kT$ to $4kT$ the computed $\tau$ grows from 1.64 to 14.7 ps, a factor of 9.0; the limiting law gives 8.

The two averages are $\langle\tau\rangle=7.78$ ps and $1/\langle1/\tau\rangle=2.30$ ps. Multiplied by $e/m$, they bound the mobility between about 57,700 and 195,000 cm²/(V s). Solving (1) at $s=1$ gives 88,400 cm²/(V s), or 8.84 m²/(V s). That is 55 percent below the value without electron-electron collisions; the floor lies 70 percent below it.

**Q:** And my Matthiessen estimate?

**A:** Each electron takes part in 4.89 electron-electron collisions per picosecond. Your rule adds this to $1/(7.78\ \text{ps})=0.129$ ps⁻¹, giving 5.02 ps⁻¹, a time of 0.199 ps and a mobility of 5,000 cm²/(V s). This is about 18 times too small for the model, and it violates the floor by a factor of 11.5.

**Q:** Can I see the reshaping itself?

**A:** Compare $\tau$, which is the response time without electron-electron collisions, with $t$ at $s=1$:

| Energy | $\tau$ (ps) | $t$ (ps) |
|---|---|---|
| $0.5\,kT$ | 0.56 | 1.95 |
| $1\,kT$ | 1.64 | 2.7 |
| $2\,kT$ | 4.97 | 3.5 |
| $4\,kT$ | 14.7 | 4.3 |

Without these collisions, fast electrons collect a large drift because impurities hardly stop them. With them, fast electrons pass momentum to slow ones, which lose it quickly to the impurities. The friction per unit drift rises, and the current falls at the same force.

One test concerns momentum conservation in these collisions. The net momentum loss was computed from the unsymmetrized form $\sum WN\psi_1\Delta\varphi$, where its vanishing is not built in. For three distorted distributions it was at most about $2\times10^{-6}$ of the momentum loss term of electron 1 alone. Accordingly, with that same operator, impurity friction balanced the force to the five decimals printed.

**Q:** Is there a formula I can use without solving the full equation?

**A:** There is a lower estimate. Write $\tau_d=1/\langle1/\tau\rangle$ and $w=(\tau-\tau_d)v$. Then

$$\langle v|C|w\rangle=(v,v)\Big\langle1-\frac{\tau_d}{\tau}\Big\rangle=0,\qquad (v,w)=(v,v)\,\delta,\qquad \delta=\langle\tau\rangle-\tau_d,$$

$$\langle w|C_{\rm imp}|w\rangle=(v,v)\Big\langle\tau-2\tau_d+\frac{\tau_d^2}{\tau}\Big\rangle=(v,v)\,\delta .$$

Let $R=\langle w|C_{ee}|w\rangle/\langle w|C_{\rm imp}|w\rangle$ and $B=1+sR$. Inserting $\chi=v+aw$ into (4) gives

$$\langle t\rangle\ge\frac{(1+a\delta)^2}{1/\tau_d+a^2\delta B}.$$

Setting the derivative with respect to $a$ to zero gives $1/\tau_d+a^2\delta B=aB(1+a\delta)$, hence $a=1/(\tau_dB)$. The right side is then $\tau_d+\delta/B$, so

$$\mu\ge\frac em\left[\tau_d+\frac{\langle\tau\rangle-\tau_d}{1+sR}\right]. \tag{6}$$

It equals the upper bound at $s=0$ and tends to the floor at large $s$. Finding $R$ still takes one collision integral, (2) with $\psi=\varphi=w$, but no equation has to be solved. In the example $R=9.4$, and at $s=1$ the bracket is $2.298+5.481/10.415=2.824$ ps, or 71,000 cm²/(V s). This is 20 percent below the full solution, so use (6) as a bound and a rough guide.

**Q:** I have read that electron-electron interaction raises mobility, by screening the impurities. Does that contradict you?

**A:** It is a different effect of the same interaction. Screening is the average response of the electrons to the impurity potential, and it changes $\tau$ before any pair collision is counted. If the impurities in the example are left unscreened and pair collisions are omitted, the mobility is 19,700 cm²/(V s). Screening raises it to 195,000, and pair collisions then lower it to 88,400. The inequality (5) compares cases with the same screened impurities.

**Q:** Where does the argument stop working?

**A:** First, where velocity is not proportional to momentum. Take $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$. Differentiation gives $\mathbf v=\hbar\mathbf k/[m(1+2\alpha\varepsilon)]$, so conserving $\sum\mathbf k$ no longer conserves $\sum\mathbf v$. For $\alpha=1$ eV⁻¹ and one pair with perpendicular momenta and $\hbar^2k^2/2m$ equal to $9\,kT$ and $1\,kT$ at 100 K, a collision that left the relative momentum at 86° to the larger initial momentum changed the velocity sum by 7 percent of its initial magnitude. The change depends on the final direction. This does not bring Matthiessen's rule back. Since $\sum\mathbf k$ is still conserved, choosing $\chi=k_x$ in (4) again removes $C_{ee}$ from the denominator and gives a floor independent of $s$. What is lost is that a collision conserves the current, so the two bounds no longer coincide even when $\tau$ is constant.

Something similar happens with valleys whose masses along the field differ, as in bulk silicon. If momentum $\Delta p$ passes from mass $m_1$ to mass $m_2$, the velocity sum changes by $\Delta p\,(1/m_2-1/m_1)$. Umklapp collisions break even the first step, conservation of $\sum\mathbf k$, so $\chi=k_x$ no longer gives a floor independent of $s$.

Second, the sign of the effect was derived for a weak steady field without a magnetic field. A strong field heats the electrons, and electron-electron collisions then also reshape the isotropic part of $f$, which (5) does not cover.

Third, the numbers belong to the model. It omits phonons, the wave-vector dependence of the static electron response, dynamic screening and scattering beyond the golden rule, so 88,400 cm²/(V s) is not a prediction for a real channel. Including the wave-vector dependence of the static response lowers this value by about 7 percent. The golden rule is marginal for the slow electrons of the example: $\hbar$ times the total impurity scattering rate, counted without the factor $1-\cos\theta$, is about 1.8 times the electron energy at $0.5\,kT$ and 0.6 times at $kT$. That electron-electron collisions cannot raise the mobility is more general. The proof needs an impurity operator and a driving term that do not depend on $s$, a symmetric $C$, a nonnegative $C_{ee}$, and a solution of (1) that varies smoothly with $s$. In the model the mobility falls from about 144,000 cm²/(V s) at $s=0.1$ to about 63,000 cm²/(V s) at $s=10$.

## Computed results

```
effective mass: 0.07 electron masses
relative permittivity: 13
temperature: 100 K
electron density: 2.0e+11 cm^-2
impurity density: 2.0e+11 cm^-2
impurity distance: 10 nm
thermal energy kT: 8.617 meV
chemical potential / kT: 0.192
thermal wave vector k_T: 0.1258 nm^-1
screening wave vector: 0.1115 nm^-1
delta-width error, width 0.04 kT: 0.412 percent
delta-width error, width 0.02 kT: 0.107 percent
mean tau: 7.7788 ps
1/<1/tau>: 2.2979 ps
e-e collisions per electron: 4.893 ps^-1
shape decay rate by e-e: 0.919 ps^-1
net/gross e-e momentum loss, largest: 1.6e-06
impurity friction / force, s=1: 1.00000
mobility without e-e collisions: 195449 cm^2/(V s)
mobility with e-e, s=1: 88384 cm^2/(V s)
same, laboratory matrix: 88384 cm^2/(V s)
mobility floor, s to infinity: 57737 cm^2/(V s)
reduction at s=1: 54.78 percent
largest possible reduction: 70.46 percent
ratio R: 9.415
s=0.1: full 143630, two-function 128669 cm^2/(V s)
s=0.3: full 115181, two-function 93745 cm^2/(V s)
s=1: full 88384, two-function 70960 cm^2/(V s)
s=3: full 72368, two-function 62446 cm^2/(V s)
s=10: full 63221, two-function 59184 cm^2/(V s)
mistaken Matthiessen value: 5004 cm^2/(V s)
unscreened impurities, no e-e: 19661 cm^2/(V s)
energy 0.5 kT: tau 0.5642 ps, response s=1 1.9488 ps
energy 1 kT: tau 1.6434 ps, response s=1 2.7292 ps
energy 2 kT: tau 4.9737 ps, response s=1 3.5397 ps
energy 4 kT: tau 14.7110 ps, response s=1 4.2808 ps
nonparabolicity: 1.0 eV^-1
pair velocity change there: 7.28 percent
```
